\section*{Why Hydrogen Can Clear a Silicon Dangling-Bond Level from the Gap}

\section{The question}

A silicon atom at the surface beneath an interlayer dielectric may lack one neighbour. The hybrid orbital that would have formed the missing bond is then left with one electron, and its level can lie in the silicon band gap, where it traps charge. Hydrogen can attach to this orbital and make the level disappear. A natural explanation uses two orbitals: their coupling makes a bonding and an antibonding level, and a strong coupling drives these beyond the two band edges. Is that explanation sufficient, and how strong must the coupling be?

\section{The mechanism}

Two coupled orbitals repel each other in energy. If the hydrogen orbital lies below the valence-band edge and the dangling-bond level lies in the gap, the coupling lowers the mainly hydrogen-like state and raises the other one. The raised state is the one that must leave the gap, through the conduction-band edge.

The dangling hybrid, however, also belongs to the solid. This changes the argument in two ways. First, the dangling-bond state extends partly onto neighbouring atoms, so hydrogen acts on only part of it. Secondly, the conduction states contain some of the same hybrid. They repel the rising level from above and hold it back. Two isolated orbitals include neither effect.

If the coupling is strong enough, hydrogen binds the hybrid into a pair and takes over the role of the missing neighbour. What is left in the gap then depends on the rest of the solid.

\section{Two isolated orbitals}

Put the zero of energy at midgap, with the valence edge at $-g$ and the conduction edge at $+g$. Let the dangling hybrid have energy $e_d$ and the hydrogen orbital energy $e_h$. They are taken as orthogonal, with matrix element $-V$ and $V>0$, so that the in-phase combination is bonding. Electrons are treated as independent. The energies $x$ are the zeros of
\begin{equation}
p(x)=(e_d-x)(e_h-x)-V^2=(x-E_-)(x-E_+),
\end{equation}
that is,
\begin{equation}
E_\pm=\frac{e_d+e_h}{2}\pm\sqrt{\left(\frac{e_d-e_h}{2}\right)^2+V^2}.
\end{equation}
The product form shows that $p(x)<0$ if and only if $E_-<x<E_+$. The two levels lie beyond opposite band edges when both $x=g$ and $x=-g$ are between them:
\begin{equation}
V^2>(g-e_d)(g-e_h),\qquad V^2>(g+e_d)(g+e_h).
\label{eq:two}
\end{equation}
If $e_d$ is in the gap and $e_h<-g$, the right side of the second condition is negative. The bonding level is then below the valence edge for any $V$, and the first condition decides. For $e_d=0$ it gives the two-orbital threshold
\begin{equation}
V_2=\sqrt{g(g-e_h)} .
\label{eq:v2}
\end{equation}

\section{The solid put back}

\subsection{An equation for the gap levels}

Let $H_0$ be the Hamiltonian of the solid without hydrogen, including the dangling hybrid $|d\rangle$. A state of the combined system has amplitude $a$ on hydrogen and a part $|\phi\rangle$ in the solid:
\begin{align}
(E-e_h)\,a&=-V\langle d|\phi\rangle,\\
(E-H_0)|\phi\rangle&=-V a\,|d\rangle .
\end{align}
For $E$ in the gap and not equal to a level of $H_0$, the second line can be solved for $|\phi\rangle$. Projection on $|d\rangle$ gives $\langle d|\phi\rangle=-VaG(E)$, with
\begin{equation}
G(E)=\langle d|(E-H_0)^{-1}|d\rangle=\sum_n\frac{|\langle d|n\rangle|^2}{E-E_n},
\label{eq:G}
\end{equation}
where $|n\rangle$ are the eigenstates of $H_0$. Insertion into the first line yields, for $a\neq0$,
\begin{equation}
f(E)\equiv E-e_h-V^2G(E)=0 .
\label{eq:f}
\end{equation}
If $E$ equals a level $|b\rangle$ of $H_0$ that has weight on $d$, projection of the second line on $|b\rangle$ gives $0=-Va\langle b|d\rangle$, so $a=0$. A state with $a=0$ would have no weight on $d$ and would not feel hydrogen at all. The chain used below has no such state: if its end amplitude vanishes, the Schr\"odinger equation makes each following amplitude vanish in turn.

Each term of \eqref{eq:G} falls with $E$, so $f$ rises between poles. Suppose that the bare solid has one gap level $E_b$, with weight $Z$ on the hybrid. Near it $G\simeq Z/(E-E_b)$. Just above $E_b$, $f$ starts from $-\infty$ and rises up to $f(g)$. This interval has no root if $f(g)\le0$. Just below $E_b$, $f$ tends to $+\infty$, having risen from $f(-g)$. That interval has no root if $f(-g)\ge0$. The gap is therefore empty when
\begin{equation}
V^2G(g)\ge g-e_h\quad\text{and}\quad -V^2G(-g)\ge g+e_h .
\label{eq:general}
\end{equation}
Two isolated orbitals correspond to $G(E)=1/(E-e_d)$, which returns \eqref{eq:two} apart from the case of equality.

\subsection{A host that can be solved}

Take a half-infinite chain of atoms with two hybrids each. The hybrids of one atom are coupled by $-t_1$, and those that face each other along a bond by $-t_2$, with $t_2>t_1>0$. All have energy zero. The first hybrid of the first atom is the dangling one.

Remove $d$. Its partner on the same atom is joined by $t_2$ to a chain identical to the original one, so its Green function is $1/(E-t_2^2G)$. Restoring $d$ gives
\begin{equation}
G=\frac{1}{E-\dfrac{t_1^2}{E-t_2^2G}} .
\end{equation}
Multiplication by both denominators gives $G(E^2-Et_2^2G-t_1^2)=E-t_2^2G$, or
\begin{equation}
Et_2^2G^2-BG+E=0,\qquad B=E^2+t_2^2-t_1^2 .
\label{eq:quad}
\end{equation}
The discriminant factorizes:
\begin{align}
B^2-4E^2t_2^2&=\left[(E-t_2)^2-t_1^2\right]\left[(E+t_2)^2-t_1^2\right]\nonumber\\
&=\left[E^2-(t_2-t_1)^2\right]\left[E^2-(t_2+t_1)^2\right]\equiv D .
\end{align}
It is negative, and $G$ complex, inside the bands $t_2-t_1<|E|<t_2+t_1$. Hence $g=t_2-t_1$, and each band has width $2t_1$. In the gap
\begin{equation}
G(E)=\frac{B+\sqrt D}{2Et_2^2} .
\label{eq:Gchain}
\end{equation}
The plus sign follows from the dangling state. At $E=0$ the Schr\"odinger equation on the partner hybrid reads $-t_1\psi_1-t_2\psi_2=0$, where $\psi_1$ and $\psi_2$ are the amplitudes on the first hybrids of successive atoms. The amplitude thus changes by the factor $-t_1/t_2$ per atom and decays. Normalization by a geometric series gives the end weight
\begin{equation}
Z=1-\left(\frac{t_1}{t_2}\right)^2 .
\end{equation}
The plus sign produces a pole at $E=0$ with this residue; the minus sign produces none. Since $D$ does not vanish inside the gap, the same sign holds throughout it.

At the conduction edge $D=0$ and
\begin{equation}
B=g^2+(t_2-t_1)(t_2+t_1)=g(g+t_2+t_1)=2gt_2 ,
\end{equation}
so that
\begin{equation}
G(g)=\frac{1}{t_2},\qquad G(-g)=-\frac{1}{t_2},
\end{equation}
the second value because $G$ is odd in $E$.

Disorder or charging may shift the end hybrid by $s$. This replaces $1/G$ by $1/G-s$. Across the gap $1/G$ rises from $-t_2$ to $t_2$, so for $|s|<t_2$ it equals $s$ once, and there is still one bare gap level. The edge values become $1/(t_2-s)$ and $-1/(t_2+s)$. Equation \eqref{eq:general} then gives the condition for an empty gap:
\begin{equation}
V^2\ge\max\left[(t_2-s)(g-e_h),\,(t_2+s)(g+e_h)\right].
\label{eq:main}
\end{equation}
For $s=0$ and $e_h<-g$ the chain threshold is
\begin{equation}
V_c=\sqrt{t_2(g-e_h)},\qquad \frac{V_c^2}{V_2^2}=\frac{t_2}{g}>1 .
\label{eq:vc}
\end{equation}
In this chain the two-orbital estimate is too low, and the discrepancy grows as the gap becomes small compared with the bond coupling.

A special case shows what hydrogen does. If it had the energy of a silicon hybrid, $e_h=s=0$, the condition would be $V^2\ge t_2g$. A coupling $V=t_2$, the same as to a silicon neighbour, satisfies it because $t_2>g$.

\section{Numbers for a silicon-like chain}

Choose a gap of $1.12$ eV, so $g=0.56$ eV, with $t_2=4$ eV, $t_1=3.44$ eV, $e_h=-2$ eV, $s=0$ and $V=4$ eV. The two thresholds are
\begin{align}
V_2&=\sqrt{0.56\times2.56}\ \text{eV}=1.20\ \text{eV},\\
V_c&=\sqrt{4\times2.56}\ \text{eV}=3.20\ \text{eV}.
\end{align}
The chosen coupling exceeds both. At $V=2$ eV the models disagree: two orbitals put the antibonding level at $1.24$ eV, well above the conduction edge, whereas diagonalization of a long chain finds a level at $0.38$ eV, inside the gap.

The sum \eqref{eq:G} at the conduction edge shows why. The dangling state contributes $Z/g=0.260/0.56=0.465$ eV$^{-1}$. Valence states push upwards and add $0.112$ eV$^{-1}$; conduction states push downwards and contribute $-0.327$ eV$^{-1}$ (a finite chain of 1000 atoms gives $-0.326$ eV$^{-1}$). The sum is $1/t_2=0.250$ eV$^{-1}$. The reduced weight alone would raise the threshold from $1.20$ to $V_2/\sqrt Z=2.35$ eV. The net push of the bands accounts for the rest of the rise to $3.20$ eV.

\subsection{How the level leaves}

For weak coupling the pole dominates, $G\simeq Z/E$, and \eqref{eq:f} becomes $E(E-e_h)=ZV^2$. With $E\ll|e_h|$,
\begin{equation}
E\simeq\frac{ZV^2}{|e_h|} .
\end{equation}
At $V=1$ eV this is $0.13$ eV; diagonalization gives $0.12$ eV.

Near the threshold, write $E=g-\eta$ with small $\eta>0$. Then $D\simeq2g\eta\left[(t_1+t_2)^2-g^2\right]=8g\eta t_1t_2$, and to leading order
\begin{equation}
G\simeq\frac1{t_2}+\frac{\sqrt{8g\eta t_1t_2}}{2gt_2^2}
=\frac1{t_2}\left[1+\sqrt{\frac{2t_1\eta}{gt_2}}\,\right].
\end{equation}
Terms linear in $\eta$ are smaller than the square root and are dropped. Since $g-e_h=V_c^2/t_2$, equation \eqref{eq:f} gives
\begin{equation}
\eta\simeq\frac{gt_2}{2t_1}\left(\frac{V_c^2}{V^2}-1\right)^2 .
\end{equation}
The level approaches the edge with vanishing slope. At $V=3$ eV the estimate is $\eta=0.326\times(0.138)^2$ eV $=0.006$ eV, and diagonalization gives $0.005$ eV. This is less than the thermal energy of $0.034$ eV at $400$ K. Such a level is formally in the gap, but an electron in it is easily released. The threshold is sharp for the spectrum, and much less so for electrical behaviour.

\subsection{Where the bonding and antibonding states go}

At $V=4$ eV the pair alone would have levels at $-5.12$ and $3.12$ eV. In the chain these energies lie inside the bands, which extend from $0.56$ to $7.44$ eV on either side of midgap. There are no sharp levels outside the bands either. At the outer edges $E=\pm(t_1+t_2)$ the same algebra gives $G=\pm1/t_2$, so that $f(7.44)=7.44+2-4=5.44$ eV and $f(-7.44)=-7.44+2+4=-1.44$ eV. As $f$ rises with energy, it has no zero above the upper edge or below the lower one.

The pair states are therefore spread over the continuum. Acting on a pair state whose amplitude on $d$ is $c_d$, the full Hamiltonian returns the pair energy times the state, plus $-t_1c_d$ on the partner hybrid. The rms energy spread is thus $t_1|c_d|$: $2.1$ eV for the bonding and $2.7$ eV for the antibonding state. Of the bonding orbital, $97\%$ lies in the valence band; of the antibonding orbital, $91\%$ lies in the conduction band. ``Pushed beyond the band edges'' describes where most of their weight goes, not two discrete levels.

The electron count fits. A finite chain of 2001 hybrids, ended so that its far end has no gap level, has 2002 orbitals once hydrogen is added. With one electron from each orbital there are 2002 electrons, and the 1001 states below the gap hold all of them in pairs.

\section{When strong coupling does not help}

For very large $V$, a gap solution of \eqref{eq:f} must approach a zero of $G$. These zeros are the levels, coupled to $d$, of the solid with $d$ removed: at such a level the self-energy that the rest of the solid gives to $d$ diverges, and $G$ vanishes. Physically, hydrogen and $d$ separate off as a tightly bound pair and leave the remaining solid to itself. If that solid has a gap level of this kind, strong coupling cannot clear the gap.

A weak back bond provides an example. Let the bond between the first and second atoms have coupling $t_w$ in place of $t_2$. With $d$ removed, its partner is an orbital at zero energy attached by $t_w$ to a perfect chain. This is the hydrogen problem again, with $e_h=0$ and $V=t_w$, so \eqref{eq:main} requires
\begin{equation}
t_w\ge\sqrt{t_2g}=\sqrt{4\times0.56}\ \text{eV}=1.50\ \text{eV}
\end{equation}
for an empty gap with $d$ removed, that is, in the limit of very large $V$. Below this value the levels obey $E=t_w^2G(E)$. Setting $G=E/t_w^2$ in \eqref{eq:quad} and dividing by $E/t_w^2$ gives
\begin{equation}
E^2=\frac{t_2^2-t_1^2-t_w^2}{t_2^2/t_w^2-1} .
\end{equation}
For $t_w=1$ eV, $E^2=(16-11.83-1)/15$ eV$^2$, or $E=\pm0.46$ eV. With hydrogen attached at $V=4$ eV, diagonalization finds one gap level, at $0.15$ eV. At the unphysical value $V=400$ eV, used to reach the limit, there are two, at $\pm0.46$ eV. The dangling hybrid has almost no weight in any of these levels. They remain because the bond behind it is weak, and they extend well into the chain. At finite $V$ the back bond must be stronger than $1.50$ eV. At the conduction edge the Green function of $d$ is now $1/[g-t_1^2/(g-t_w^2/t_2)]$, and \eqref{eq:general} requires $t_w^2\ge t_2\left[g+t_1^2/\left(V^2/(g-e_h)-g\right)\right]$. For $V=4$ eV this is $t_w\ge3.25$ eV, so a back bond weakened by about a fifth already leaves a level in the gap.

\section{Comparison with real silicon}

The gap is close to that of silicon at room temperature. The couplings and the hydrogen energy are rough choices of a few electronvolts. The valence width of $6.9$ eV is far below silicon's rough $12$ eV, and a real surface atom has three back bonds in a three-dimensional crystal. If the chain is given a width of $12$ eV at the same gap and $e_h$, then $t_2=6.56$ eV and $V_c=4.10$ eV. The chosen $V=4$ eV would just fail. Annealing in hydrogen does passivate dangling bonds at real silicon interfaces, but this chain cannot predict the margin. It also spreads the dangling state too widely: only $26\%$ lies on the end atom, whereas in real silicon most of the state lies on the atom that lacks a neighbour. The chain therefore probably exaggerates how far the threshold rises above the two-orbital value. A quantitative answer needs $G$ at the band edges of the real surface, together with $V$ and $e_h$ for the real bond, to be used in \eqref{eq:general}.

Some other neglected effects can be estimated with these numbers. Electron repulsion makes the energy of the dangling hybrid depend on its charge; a shift $s$ of up to $0.5$ eV either way raises the threshold to at most $\sqrt{4.5\times2.56}$ eV $=3.39$ eV. Such a shift moves the bare gap level by only about $Zs=0.13$ eV. Lowering the level itself by $0.5$ eV takes $s\simeq-2.55$ eV, and the threshold then becomes $4.09$ eV, above the chosen coupling. An overlap $S$ between hydrogen and the hybrid replaces $V$ by $V+ES$ in \eqref{eq:f}. For $S=0.4$ the threshold falls to $3.20-0.56\times0.4=2.98$ eV. A field of $1$ MV/cm changes the energy along a $0.15$ nm Si--H bond by only $0.015$ eV. This counts the bond alone: a gap state close to the band edge extends over many atoms, and its level can shift much more.

Bond stretching changes the coupling itself. For a stretch quantum of roughly $0.25$ eV, the zero-point rms displacement is $0.009$ nm. If $V$ falls as the inverse square of the bond length, an assumed law, this stretch reduces it from $4$ to $3.55$ eV. With these parameters a stretch of $0.018$ nm would bring it to the threshold, and a level would begin to emerge from the conduction band. This figure reflects the chosen $V$ and $e_h$ and is not a property of the real Si--H bond: universal tight-binding parameters give $V\simeq8$ eV and $t_2\simeq6$ eV, and the same estimate then yields between about $0.06$ and $0.02$ nm for $e_h$ between $-2$ and $-5$ eV.

The result should not be carried over unchanged to a defect inside the dielectric. With $V$, $t_2$ and $e_h$ held fixed, \eqref{eq:main} clears the gap only up to $g=V^2/t_2+e_h=4-2=2$ eV, a full gap of $4$ eV. Silica-like dielectrics have gaps of roughly $9$ eV, and their band edges come from different orbitals. Whether hydrogen clears such a gap must be decided with the Green function of that material. The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
band gap 2g = 1.12 eV; half gap g = 0.56 eV
t1 = 3.44 eV; t2 = 4.00 eV; valence width = 6.88 eV
hydrogen level eh = -2.00 eV; coupling V = 4.00 eV
dangling-state weight on end hybrid Z = 0.2604
G(Ec), dangling part = 0.465 1/eV
G(Ec), valence part = 0.112 1/eV
G(Ec), conduction part = -0.326 1/eV
G(Ec), formula 1/t2 = 0.250 1/eV
threshold V, two orbitals = 1.197 eV
threshold V, two levels with weight Z = 2.346 eV
threshold V, full chain = 3.200 eV
ratio of V^2 thresholds, chain/two-orbital = 7.143
V = 1.0 eV: two-orbital E+ = 0.4142 eV; chain: 0.1215 eV
V = 2.0 eV: two-orbital E+ = 1.2361 eV; chain: 0.3847 eV
V = 3.0 eV: two-orbital E+ = 2.1623 eV; chain: 0.5548 eV
V = 4.0 eV: two-orbital E+ = 3.1231 eV; chain: none in gap
two-orbital bonding energy at V=4 = -5.123 eV
two-orbital antibonding energy at V=4 = 3.123 eV
bonding orbital share in valence band = 0.974
antibonding share in conduction band = 0.910
rms energy spread, bonding = 2.117 eV
rms energy spread, antibonding = 2.711 eV
discrete levels outside the bands at V=4: 0
states below gap: 1001 of 2002
weak back bond = 1.00 eV; gap levels at V=4 (eV): 0.1455
same, V = 400 eV, limit test (eV): -0.4595, 0.4594
same host with end hybrid removed (eV): -0.4594, 0.4594
least back bond without such levels = 1.497 eV
largest full gap cleared at V=4, t2=4 = 4.00 eV
overlap 0.4: threshold V = 2.976 eV
end shift up to 0.5 eV: worst threshold V = 3.394 eV
Si-H length = 0.15 nm; stretch quantum = 0.25 eV
zero-point rms stretch = 0.0093 nm
V at that stretch = 3.548 eV
stretch that brings V to threshold = 0.0177 nm
field 1.0 MV/cm: drop along bond = 0.0150 eV
thermal energy at 400 K = 0.0345 eV
t2 = 3.0 eV, same gap: threshold V = 2.771 eV
t2 = 5.0 eV, same gap: threshold V = 3.578 eV
valence width 12 eV, t2 = 6.56 eV: threshold V = 4.098 eV
\end{verbatim}
